# Steady electromigration stress in a sealed, void-free interconnect mesh

## Form of the answer

In atomic units the elementary charge is 1. If the electric current acts on a metal atom as though the atom carried an effective charge of size \(Z\), then \(ZV\) is an energy, and \(ZV/\Omega\), with \(\Omega\) the atomic volume, is a stress. Adding a constant to every voltage changes no current and no force, so the stress can depend on voltage differences alone. If, in addition, the steady state is a balance of forces on each atom, the atomic mobility cancels from it. These arguments suggest

\[
\sigma_n-\bar\sigma_0=-\lambda\,\frac{Z}{\Omega}\,(V_n-V_{\rm ref}),
\tag{1}
\]

where \(\sigma_n\) and \(V_n\) are the stress and voltage at node \(n\), \(\bar\sigma_0\) is the mean stress before the current is switched on, \(\lambda\) is a pure number, and \(V_{\rm ref}\) moves with the voltages when all are shifted together.

Three things remain to be proved: that the forces do balance, although a mesh has loops around which atoms might circulate; that \(\lambda=1\); and that \(V_{\rm ref}\) is the volume average \(\bar V\). The result is

\[
\boxed{\;\sigma_n=\bar\sigma_0-\frac{Z}{\Omega}\,(V_n-\bar V)\;}
\tag{2}
\]

The part of the stress caused by the current is thus proportional to \(V_n-\bar V\), with a negative factor. The whole stress is so if \(\bar\sigma_0=0\).

## Model and conventions

The mesh is a connected set of thin lines of one metal. Line \(b\) has length \(L_b\), uniform cross-section \(A_b\), and coordinate \(x\) running from its start node to its end node. Current enters and leaves at nodes through vias. Barriers stop atoms there, which is the meaning of "blocked". Two pieces of metal separated by a barrier are two meshes, each with its own \(\bar V\).

Tension is positive. The currents are steady and the temperature \(T\) is uniform. \(Z\), \(\Omega\) and the effective elastic modulus \(B\) are common to all lines, while cross-section, resistivity \(\rho\) and diffusivity \(D>0\) may differ from line to line. In real metal the wind force follows the current density more closely than the field, so lines whose resistivity differs, for instance through size effects, generally differ in \(Z\) as well; that case is treated under unequal effective charge below. Stress and voltage are continuous at junctions, whose own volume is neglected.

## The atomic flux

Inserting an atom where the metal is under tension \(\sigma\) lets the surroundings move by a volume \(\Omega\), and the tension does work \(\Omega\sigma\). The chemical potential of an atom is therefore lowered:

\[
\mu=\mu_0-\Omega\sigma .
\tag{3}
\]

The electron wind pushes atoms the way the electrons flow, so the effective charge is \(-Z\) with \(Z>0\). The field is \(-\partial V/\partial x\), and the force is

\[
F_{\rm wind}=(-Z)\left(-\frac{\partial V}{\partial x}\right)=Z\,\frac{\partial V}{\partial x}.
\tag{4}
\]

The total force is \(-\partial\mu/\partial x+F_{\rm wind}\). By the Einstein relation the drift velocity is \(D/k_BT\) times this force. Multiplying by the atom density \(1/\Omega\) gives the flux per unit area:

\[
J=\frac{1}{\Omega}\frac{D}{k_BT}\left(\Omega\frac{\partial\sigma}{\partial x}+Z\frac{\partial V}{\partial x}\right)
=\frac{D}{k_BT}\frac{\partial\Phi}{\partial x},
\qquad
\Phi=\sigma+\frac{Z}{\Omega}V .
\tag{5}
\]

The second form needs \(Z/\Omega\) to be constant. Atoms move towards larger \(\Phi\), that is, towards tension and towards higher voltage.

## Atom balance

In a confined line, missing atoms produce tension. For small strains the atom density \(C\) obeys \(dC/C=-d\sigma/B\), and with \(C\simeq1/\Omega\) this is \(dC=-d\sigma/(B\Omega)\). Inserting it in \(\partial C/\partial t=-\partial J/\partial x\) gives

\[
\frac{\partial\sigma}{\partial t}=B\Omega\,\frac{\partial J}{\partial x}.
\tag{6}
\]

This is Korhonen's equation. Its usual form follows from Ohm's law, \(\partial V/\partial x=-\rho j\), with \(j\) the current density. At each node no atoms enter from outside and none accumulate in the negligible junction volume, so

\[
\sum_{b\ \text{starting at}\ n}A_bJ_b(0)-\sum_{b\ \text{ending at}\ n}A_bJ_b(L_b)=0 .
\tag{7}
\]

## No flux survives, even around loops

In a steady state (6) makes \(J_b\) constant along each line. Multiply (7) by \(\Phi_n\) and sum over nodes. Line \(b\) appears twice, once at its start and once at its end:

\[
0=\sum_bA_bJ_b\,(\Phi_{\rm start}-\Phi_{\rm end})
=-\sum_bA_bJ_b\int_0^{L_b}\frac{\partial\Phi}{\partial x}\,dx .
\tag{8}
\]

Since \(J_b\) is constant it may be taken under the integral and replaced by (5):

\[
\sum_bA_b\int_0^{L_b}\frac{D}{k_BT}\left(\frac{\partial\Phi}{\partial x}\right)^2dx=0 .
\tag{9}
\]

No term is negative, so each vanishes and \(\partial\Phi/\partial x=0\) everywhere. Because \(\Phi\) is continuous and the mesh connected, it has one common value \(c\):

\[
\sigma+\frac{Z}{\Omega}V=c .
\tag{10}
\]

This settles the balance of forces and gives \(\lambda=1\). The loops matter in (8), where \(\Phi\) must have a single value at each node.

## The constant

Define the volume average of a quantity \(f\) by

\[
\bar f=\frac{1}{\mathcal V}\sum_bA_b\int_0^{L_b}f\,dx,\qquad \mathcal V=\sum_bA_bL_b .
\tag{11}
\]

From (6), and then (7) summed over nodes,

\[
\mathcal V\frac{d\bar\sigma}{dt}=B\Omega\sum_bA_b\,[J_b(L_b)-J_b(0)]=0 .
\tag{12}
\]

The mean stress keeps its starting value \(\bar\sigma_0\), which expresses conservation of atoms. Averaging (10) gives \(c=\bar\sigma_0+Z\bar V/\Omega\), and putting this back into (10) at node \(n\) gives (2).

With \(\rho\) and \(A_b\) uniform along a line, \(V\) is linear between its end values \(V_a\) and \(V_{a'}\). Its integral is \(L_b(V_a+V_{a'})/2\), so

\[
\bar V=\frac{\sum_bA_bL_b\,(V_a+V_{a'})/2}{\sum_bA_bL_b}.
\tag{13}
\]

Node voltages and line dimensions therefore suffice. Diffusivity and modulus have dropped out; resistivity enters through the voltages.

## The steady state is reached

Let \(M=\tfrac12\sum_bA_b\int(\Phi-\bar\Phi)^2dx\). By (12) and the steadiness of \(V\), \(\bar\Phi\) does not change in time. Using (6) and integrating by parts,

\[
\frac{dM}{dt}=B\Omega\sum_bA_b\int(\Phi-\bar\Phi)\frac{\partial J}{\partial x}dx
=-B\Omega\sum_bA_b\int\frac{D}{k_BT}\left(\frac{\partial\Phi}{\partial x}\right)^2dx .
\tag{14}
\]

The end-point terms cancel at each node by (7). So \(M\) cannot grow, even if \(D\) depends on stress.

It also decays to zero if \(D\ge D_{\min}>0\). The continuous function \(\Phi\) takes the value \(\bar\Phi\) somewhere. Integrating \(\partial\Phi/\partial x\) along a path from there to any other point, and using the Cauchy–Schwarz inequality, gives

\[
(\Phi-\bar\Phi)^2\le \ell\sum_b\int\left(\frac{\partial\Phi}{\partial x}\right)^2dx
\le\frac{\ell}{A_{\min}}\sum_bA_b\int\left(\frac{\partial\Phi}{\partial x}\right)^2dx ,
\tag{15}
\]

with \(\ell\) the total line length and \(A_{\min}\) the smallest cross-section. Integrating over the volume bounds \(2M\) by \(\mathcal V\ell/A_{\min}\) times the last sum, and (14) becomes

\[
\frac{dM}{dt}\le-\frac{2B\Omega D_{\min}A_{\min}}{k_BT\,\mathcal V\,\ell}\,M .
\tag{16}
\]

Hence \(M\) falls at least exponentially, and the stress tends to (2) in the mean-square sense from any start with the same mean.

## Two further cases

**One line.** Let current flow from \(x=0\) to \(x=L\). Then \(V=V_0-\rho jx\) and \(\bar V=V_0-\rho jL/2\), so (10) gives

\[
\sigma(x)=\bar\sigma_0+\frac{Z\rho j}{\Omega}\left(x-\frac L2\right).
\tag{17}
\]

Tension is highest at \(x=L\), where electrons enter and from which atoms are driven away. If voids open at a tension \(\sigma_c\), the steady state stays below it when \(jL<2\Omega(\sigma_c-\bar\sigma_0)/(Z\rho)\), the Blech condition.

For a mesh, \(V\) is linear in each line, so its minimum lies at a node, and the condition becomes

\[
\frac{Z}{\Omega}(\bar V-V_{\min})<\sigma_c-\bar\sigma_0 .
\tag{18}
\]

This assumes the same \(\sigma_c\) everywhere and concerns the steady state; the stress on the way there must stay below \(\sigma_c\) too.

**After a void has opened.** Equation (2) then fails, because a void surface exchanges atoms with the metal and the mean stress is no longer conserved. Suppose the void sits at node \(v\), has stopped growing, leaves the mesh connected for atoms and current, and holds the stress there near zero (surface tension neglected). A void that has stopped growing takes up no net flux, so (8)–(10) still hold, now with \(c=ZV_v/\Omega\):

\[
\sigma_n=-\frac{Z}{\Omega}(V_n-V_v),
\tag{19}
\]

with voltages taken after the void has formed. The reference is now a local voltage, not an average. The suppositions are restrictive. Conservation of atoms fixes the void volume at \(\mathcal V(\bar\sigma_0-\bar\sigma)/B\), with \(\bar\sigma\) the mean of (19). In the worked example below, with unchanged voltages, a void at node 5 would need about \(1.4\times10^7\) nm\(^3\), the volume of some 700 nm of a narrow line, so it would cut the connection before it stopped growing; at node 0 the volume comes out negative, so a void there would close.

## Worked example

A two-loop piece of a power grid has nodes 0, 1, 2 in its upper row and 3, 4, 5 below them. All lines are 200 nm thick with \(\rho=30\) ohm nm. A current of 0.3 mA enters at node 0; 0.1 mA leaves at node 2 and 0.2 mA at node 5, where \(V=0\). The other parameters are \(Z=1\), \(\Omega=12\) Å\(^3\) and \(\bar\sigma_0=50\) MPa.

Line 0→1 is 20000 nm long and 200 nm wide. Its resistance is \(30\times20000/(200\times200)=15\) ohm, and its 0.2 mA gives a drop of 3 mV. The node voltages, in order, are 10.50, 7.50, 0.75, 9.75, 6.75 and 0 mV.

For (13), express the line volumes in units of \(10^8\) nm\(^3\). In the order 0→1, 1→2, 3→4, 4→5, 0→3, 1→4, 2→5 they are 8, 6, 4, 6, 4, 2, 2, and the mid-line voltages are 9, 4.125, 8.25, 3.375, 10.125, 7.125, 0.375 mV. The weighted sum is 205.5 and the total weight 32, so \(\bar V=6.422\) mV.

One millivolt corresponds to \(10^{-3}\) eV\(/12\) Å\(^3\), or 13.35 MPa. At the two extreme nodes,

\[
\sigma_5=50+13.35\times6.422\simeq136\ \text{MPa},
\]
\[
\sigma_0=50-13.35\times(10.50-6.422)\simeq-4\ \text{MPa}.
\]

The first is \(8.5\times10^{-4}\) eV/Å\(^3\). The plain mean of the six node voltages, 5.875 mV, would make every stress 7.3 MPa too low. Here the wide lines near the inlet put extra volume at high voltage.

As an independent test, (6) was integrated in time on a grid of 12 cells per line, driven by the current densities and with \(D\) growing with tension as \(\exp(\Omega\sigma/k_BT)\). From a uniform 50 MPa, the final node stresses agreed with (2) to better than \(10^{-3}\) MPa. They did so again when the start was made uneven by adding \(40\sin k\) MPa at grid point \(k\) (mean 51.2 MPa) and the line diffusivities were multiplied by factors between 0.5 and 3. The steady profile is linear in each line, which such a grid represents without error, so this tests the steady law and not the accuracy of the transient.

The approach is slow. With \(D=10^{-16}\) cm\(^2\)/s, \(B=30000\) MPa and \(T=380\) K, the slowest relaxation time at the zero-stress diffusivity is about 19 years. After ten years the computed tension at node 5 is about 95 MPa, roughly half of its rise from 50 to 136 MPa. In this run no recorded stress exceeded the steady maximum.

Against a rough void threshold of 400 MPa, (18) reads \(86<350\) MPa. With all injected currents scaled together and everything else fixed, the steady limit would be reached at about four times the present currents. This margin belongs to the model values, not to real copper: they imply a Blech product \(jL\) of about 17500 A/cm, whereas values reported for copper damascene lines are typically a few thousand A/cm. A product of 3000 A/cm would allow \(\bar V-V_{\min}\) of only 4.5 mV, less than the 6.4 mV of this mesh.

## When lines differ

**Unequal stiffness.** If \(B\) differs between lines, (6) conserves \(\sum_bA_b\int(\sigma/B_b)\,dx\). The derivation of (10) is unchanged, but both averages in (2) acquire the weight volume/\(B\). Making lines 0→1 and 0→3 softer by 20% changes their weights from 8 and 4 to 10 and 5. Then \(\bar V=233.625/35=6.675\) mV, and every stress rises by 3.4 MPa. A time integration with these moduli confirmed the modified weight.

**Unequal effective charge.** If \(Z\) differs between lines, \(\Phi\) is no longer single-valued at nodes and (8) fails. Solving (5) for \(\partial\sigma/\partial x\) and integrating around a closed loop, where the stress must return to its initial value, gives

\[
\sum_{\rm loop}J_b\int\frac{k_BT}{D}\,dx=\sum_{\rm loop}\frac{Z_b}{\Omega}\,\Delta V_b ,
\tag{20}
\]

with \(\Delta V_b\) the voltage change along the line in the direction of travel. For equal \(Z_b\) the right side vanishes by Kirchhoff's voltage law. Otherwise it is in general non-zero, and atoms circulate steadily.

Raise \(Z\) by 20% in line 0→1, with \(D\) uniform. The resistance of a line to atoms is proportional to length/width: 100 for 0→1, 100 for 1→4, 200 for 3→4 and 50 for 0→3. The path 1→2→5→4, of resistance 700, lies in parallel with 1→4, giving 87.5 for the pair. The circulating flux in 0→1, relative to the flux the unmodified wind alone would drive there, is

\[
\frac{0.2\times100}{100+87.5+200+50}=0.046 ,
\]

in agreement with the direct steady solution. The largest change of a node stress is 3.9 MPa. Unequal resistivity can act through the same route: if \(\rho\) is 20% higher in the 100 nm lines, (2) with \(Z=1\) everywhere gives 151 MPa at node 5, but the tension there is 136 MPa if the product \(Z\rho\) is the same in all lines.

In a tree there is no such flux: a line with a dead end carries none, and removing dead-end lines one after another empties the tree. Cutting the atom paths in lines 3→4 and 4→5, with the wind elsewhere held fixed, opened both loops, and the computed flux vanished to within \(10^{-8}\) of the same wind flux.

## Relation to real wiring

The parameters are round values in the rough regime of copper damascene lines, with current densities of 0.25 to 0.75 MA/cm\(^2\). The effective charge and above all the diffusivity are uncertain in practice, so the time scale is much less secure than the steady stress. Real lines may also start with a tension well above 50 MPa, which moves all nodes equally and uses up part of the margin in (18). A flaw at an interface is a more serious departure: it can open a void far below 400 MPa, after which (2) no longer applies. The two 20% changes tried above, in stiffness and in effective charge, move node stresses by less than 5% of the 86 MPa current-induced tension at node 5. This is not a general bound: the same change of effective charge in line 1→2 moves a node stress by about 8 MPa, or 9%, and changes in several lines at once can move one by up to about 20%.

The remaining corrections are smaller here. Joule heating is estimated at 0.1 K, if the heat leaves through 1000 nm of low-permittivity dielectric with a conductivity of 0.3 W/(m K) (silicon dioxide conducts several times better) and spreads sideways on the way, over an effective width equal to the line width plus the dielectric thickness. A heat of transport \(Q\) of roughly 0.1 eV then gives a stress \(Q\,\Delta T/(T\Omega)\simeq0.4\) MPa, and thermal expansion, with a rough linear coefficient of \(2\times10^{-5}\) per kelvin, about 0.2 MPa. By the first estimate, a temperature difference of 10 K between two points of the mesh, imposed by neighbouring circuits, would change the stress difference between them by about 35 MPa, so uniform temperature is a condition to be checked for each layout. Second-order strain adds 0.03 MPa through the atom count alone, and shifts node stresses by less than 0.1 MPa when the change of \(\Omega\) with stress is included. The largest width is 2% of the shortest length, which indicates the scale of the neglected junction volumes. The line dimensions, currents and node stresses are listed in the numerical output.

## Computed values

```
effective charge number Z: 1.0
atomic volume: 12.0 A^3
temperature: 380 K
resistivity: 30 ohm nm
line thickness: 200 nm
effective modulus: 30000 MPa
diffusivity at zero stress: 1.0e-16 cm2/s
mean starting stress: 50.0 MPa
line: length nm, width nm, current mA, density MA/cm2
  0->1: 20000, 200, 0.2000, 0.500
  1->2: 30000, 100, 0.1500, 0.750
  3->4: 20000, 100, 0.1000, 0.500
  4->5: 30000, 100, 0.1500, 0.750
  0->3: 10000, 200, 0.1000, 0.250
  1->4: 10000, 100, 0.0500, 0.250
  2->5: 10000, 100, 0.0500, 0.250
stress per voltage Z/Omega: 13.351 MPa/mV
volume-averaged voltage: 6.4219 mV
node: injected mA, voltage mV, formula MPa, marched MPa
  0: 0.3, 10.5000, -4.449, -4.449
  1: 0.0, 7.5000, 35.605, 35.605
  2: -0.1, 0.7500, 125.728, 125.728
  3: 0.0, 9.7500, 5.565, 5.565
  4: 0.0, 6.7500, 45.619, 45.619
  5: -0.2, 0.0000, 135.741, 135.741
node of highest tension: 5
highest steady tension: 135.741 MPa
same, converted: 8.472e-04 eV/A^3
largest gap, main run: 4.0e-13 MPa
mean stress of uneven start: 51.186 MPa
largest gap, uneven start: 3.9e-12 MPa
plain node-mean voltage: 5.8750 mV
stress error from plain mean: 7.302 MPa
slowest relaxation time: 19.14 years
tension there after 10 years: 94.79 MPa
highest tension at any time: 135.741 MPa
rough void threshold: 400 MPa
20% softer lines 0->1, 0->3: shift: 3.380 MPa
largest gap, volume/modulus weight: 1.8e-12 MPa
20% larger Z in 0->1: largest shift: 3.862 MPa
its loop flux / wind flux in 0->1: 0.0457
largest Joule heating: 0.102 K
rough heat of transport: 0.1 eV
heat-driven migration shift: 0.359 MPa
thermal expansion shift: 0.184 MPa
second-order strain shift: 0.031 MPa
largest width / shortest length: 0.020
```
